# Is the double-counting term a harmless constant?: a program that tests the result

```python
"""Double counting in a two-orbital (d, p) model: constant or level shift?

Result under test: the correction -mu*n_d changes the gap
    G = E(4) + E(2) - 2 E(3)
of a model with one correlated orbital d and one ligand orbital p, with
    dG/dmu = 2 n_d(3) - n_d(4) - n_d(2),
whereas the same shift on all orbitals leaves a gap unchanged.

Symbols (energies in hartree):
    U      repulsion of two electrons in d;  t  hopping (matrix element -t)
    delta  reference level distance eps_d - eps_p, mean-field part included
    mu     double-counting potential;  D = delta - mu, with eps_p = 0
    E(N), n_d(N)  ground-state energy and d occupation with N electrons
    FLL    fully localised form, mu = U (N_d - 1/2)
    AMF    around-mean-field form, mu = U N_d / 2 for one orbital
"""
from itertools import combinations, product
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def make_annihilators(modes):
    """Fermion operators on the Fock space, with the proper signs."""
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    sign = np.diag([1.0, -1.0])
    operators = []
    for k in range(modes):
        matrix = np.eye(1)
        for j in range(modes):
            factor = sign if j < k else lower if j == k else np.eye(2)
            matrix = np.kron(matrix, factor)
        operators.append(matrix)
    return operators


d_up, p_up, d_dn, p_dn = make_annihilators(4)
num = [c.T @ c for c in (d_up, p_up, d_dn, p_dn)]
n_d_op = num[0] + num[2]
n_p_op = num[1] + num[3]
electron_count = np.rint(np.diag(n_d_op + n_p_op)).astype(int)
hop = d_up.T @ p_up + d_dn.T @ p_dn
hop = hop + hop.T


def hamiltonian(eps_d, eps_p, t, U_d, U_p=0.0):
    return (eps_d * n_d_op + eps_p * n_p_op - t * hop
            + U_d * num[0] @ num[2] + U_p * num[1] @ num[3])


def ground(H, N):
    """Ground energy and d occupation in the N-electron sector."""
    index = np.flatnonzero(electron_count == N)
    block = np.ix_(index, index)
    values, vectors = np.linalg.eigh(H[block])
    v = vectors[:, 0]
    return values[0], v @ n_d_op[block] @ v


def gap(H, N=3):
    return ground(H, N + 1)[0] + ground(H, N - 1)[0] - 2 * ground(H, N)[0]


def gap_slope_mu(D, t, U):
    H = hamiltonian(D, 0.0, t, U)
    return 2 * ground(H, 3)[1] - ground(H, 4)[1] - ground(H, 2)[1]


def mu_fll(N, U):
    return U * (N - 0.5)


def mu_amf(N, U, M=1):
    return U * N * (1 - 1 / (2 * M))


def reference_occupation(level_distance, t):
    """d occupation of three independent electrons, spin averaged."""
    _, orbitals = np.linalg.eigh([[level_distance, -t], [-t, 0.0]])
    return 2 * orbitals[0, 0]**2 + orbitals[0, 1]**2


U, t, delta = 0.30, 0.04, 0.06

# Both potentials from pair energies enumerated over shell configurations.
def pair_count(config):
    return sum(a * b for a, b in combinations(config, 2))


for M in (1, 2, 3):
    configs = list(product((0, 1), repeat=2 * M))

    def localised_energy(N):
        energies = {U * pair_count(c) for c in configs if sum(c) == N}
        assert len(energies) == 1
        return energies.pop()

    def uniform_energy(N):
        f = N / (2 * M)
        return U * sum(f**sum(c) * (1 - f)**(2 * M - sum(c)) * pair_count(c)
                       for c in configs)

    for N in range(1, 2 * M):
        fll_def = (localised_energy(N + 1) - localised_energy(N - 1)) / 2
        assert abs(fll_def - mu_fll(N, U)) < 1e-12
        amf_def = (uniform_energy(N + 0.1) - uniform_energy(N - 0.1)) / 0.2
        assert abs(amf_def - mu_amf(N, U, M)) < 1e-12
        assert abs(fll_def - amf_def - U / 2 * (N / M - 1)) < 1e-12

# Harmless case: both orbitals correlated, both shifted by the same amount.
dimer_formula = np.sqrt(U**2 + 16 * t**2) - 2 * t
dimer_gaps = [gap(hamiltonian(-m, -m, t, U, U), 2) for m in (0.0, 0.21)]
assert max(abs(g - dimer_formula) for g in dimer_gaps) < 1e-12

# With a ligand, lowering d and raising p are equivalent for the gap.
for m in (0.05, 0.21):
    assert abs(gap(hamiltonian(delta - m, 0, t, U))
               - gap(hamiltonian(delta, m, t, U))) < 1e-12

# Closed sector energies and slope against the full diagonalization.
for D in (-0.45, -0.23, -0.15, -0.08, 0.06, 0.4):
    H = hamiltonian(D, 0, t, U)
    A = 2 * D + U
    E3 = (3 * D + U) / 2 - np.sqrt(((D + U) / 2)**2 + t**2)
    roots = np.roots([1, -(A + D), A * D - 4 * t**2, 2 * t**2 * A])
    E2 = min(roots.real)
    assert abs(ground(H, 4)[0] - A) < 1e-12
    assert abs(ground(H, 3)[0] - E3) < 1e-12
    assert abs(ground(H, 2)[0] - E2) < 1e-9 and E2 < D
    h = 1e-4
    numeric = (gap(hamiltonian(D - h, 0, t, U))
               - gap(hamiltonian(D + h, 0, t, U))) / (2 * h)
    # central difference: error of order h^2 / t^2
    assert abs(numeric - gap_slope_mu(D, t, U)) < 1e-4

# Limit of weak hopping: closed, charge-transfer and Mott-Hubbard regimes.
for D in np.linspace(-0.5, 0.3, 23):
    limit = min(U, max(0.0, D + U))
    # corrections are at most of the order of the hopping, here 1e-6
    assert abs(gap(hamiltonian(D, 0, 1e-6, U)) - limit) < 1e-5

# Worked example.
N_ref = reference_occupation(delta, t)
reference_gap = gap(hamiltonian(delta, 0, t, 0.0))
assert abs(reference_gap) < 1e-12
choices = {"none": 0.0, "FLL": mu_fll(N_ref, U), "AMF": mu_amf(N_ref, U),
           "nominal": mu_fll(1.0, U)}
gaps = {k: gap(hamiltonian(delta - m, 0, t, U)) for k, m in choices.items()}
gap_change = gaps["AMF"] - gaps["FLL"]
mu_change = choices["AMF"] - choices["FLL"]
integral = quad(lambda m: gap_slope_mu(delta - m, t, U),
                choices["FLL"], choices["AMF"])[0]
assert abs(integral - gap_change) < 1e-9
assert abs(gap_change) > 0.01
weak_limit_change = U * (N_ref - 1) / 2
weak_gaps = [gap(hamiltonian(delta - choices[k], 0, 1e-6, U))
             for k in ("AMF", "FLL")]
assert abs(weak_gaps[0] - weak_gaps[1] - weak_limit_change) < 1e-5

# Occupation taken from the correlated ground state instead.
self_consistent = {}
for name, potential in (("FLL", mu_fll), ("AMF", mu_amf)):
    def mismatch(N):
        H = hamiltonian(delta - potential(N, U), 0, t, U)
        return ground(H, 3)[1] - N
    scan = np.array([mismatch(N) for N in np.linspace(1, 2, 201)])
    assert np.sum(scan[1:] * scan[:-1] < 0) == 1
    N_sc = brentq(mismatch, 1, 2, xtol=1e-13)
    m = potential(N_sc, U)
    self_consistent[name] = (N_sc, m, gap(hamiltonian(delta - m, 0, t, U)))

# Benchmark: the reference is the mean field of a known Hamiltonian.
bare_level = -0.12
H_true = hamiltonian(bare_level, 0, t, U)
vacuum = np.zeros(16)
vacuum[0] = 1.0


def mean_field_energy(angle):
    """Each spin: bonding orbital full, antibonding orbital half full."""
    s, c = np.sin(angle), np.cos(angle)
    b_up, b_dn = s * d_up + c * p_up, s * d_dn + c * p_dn
    a_up, a_dn = c * d_up - s * p_up, c * d_dn - s * p_dn
    total = 0.0
    for with_up, with_dn in product((0, 1), repeat=2):
        state = b_up.T @ b_dn.T @ vacuum
        if with_up:
            state = a_up.T @ state
        if with_dn:
            state = a_dn.T @ state
        total += state @ H_true @ state / 4
    return total


best = minimize_scalar(mean_field_energy, bounds=(0, np.pi / 2),
                       method="bounded", options={"xatol": 1e-10})
N_mf = 1 + np.sin(best.x)**2
mf_level = bare_level + U * N_mf / 2
N_from_level = reference_occupation(mf_level, t)
# a minimum is located only to about the square root of rounding error
assert abs(N_from_level - N_mf) < 1e-6
true_gap = gap(H_true)
restored = {}
for name, potential in (("FLL", mu_fll), ("AMF", mu_amf)):
    level = mf_level - potential(N_from_level, U)
    restored[name] = gap(hamiltonian(level, 0, t, U))
assert abs(restored["AMF"] - true_gap) < 1e-6
assert abs(restored["FLL"] - true_gap) > 0.01

# Deep Mott-Hubbard case: the gap hardly responds to the correction.
D_mott = 0.60
mott_gap = gap(hamiltonian(D_mott, 0, t, U))
mott_slope = gap_slope_mu(D_mott, t, U)
assert abs(mott_slope) < 0.02

print(f"Inputs: U = {U:.2f}, t = {t:.2f}, delta = {delta:.2f} hartree")
print(f"Reference d occupation = {N_ref:.4f} electrons")
print(f"Reference gap (U = 0) = {abs(reference_gap):.4f} hartree")
print(f"d-only dimer gap, mu = 0: {dimer_gaps[0]:.5f} hartree")
print(f"d-only dimer gap, mu = 0.21: {dimer_gaps[1]:.5f} hartree")
for name, m in choices.items():
    H = hamiltonian(delta - m, 0, t, U)
    E, n = zip(*(ground(H, N) for N in (2, 3, 4)))
    print(f"[{name}] mu = {m:.4f}, D = {delta - m:.4f} hartree")
    print(f"  E(2), E(3), E(4) = {E[0]:.5f}, {E[1]:.5f}, {E[2]:.5f} hartree")
    print(f"  n_d(2), n_d(3), n_d(4) = {n[0]:.4f}, {n[1]:.4f}, {n[2]:.4f}")
    print(f"  gap = {gaps[name]:.5f} hartree = "
          f"{gaps[name] * HARTREE_EV:.3f} eV")
    print(f"  dG/dmu = {gap_slope_mu(delta - m, t, U):.4f} (no unit)")
print(f"mu_AMF - mu_FLL = {mu_change:.4f} hartree")
print(f"G_AMF - G_FLL = {gap_change:.5f} hartree = "
      f"{gap_change * HARTREE_EV:.3f} eV")
print(f"Same difference for t -> 0 = {weak_limit_change:.4f} hartree")
print(f"Mean slope between FLL and AMF = {gap_change / mu_change:.4f}")
for name, (N_sc, m, g) in self_consistent.items():
    print(f"Self-consistent {name}: N_d = {N_sc:.4f}, mu = {m:.5f} hartree")
    print(f"  gap = {g:.5f} hartree = {g * HARTREE_EV:.3f} eV")
print("Scan of the gap with mu (both in hartree):")
for m in (0.0, 0.1, 0.2, 0.3, 0.4, 0.5):
    print(f"  mu = {m:.1f}: gap = "
          f"{gap(hamiltonian(delta - m, 0, t, U)):.5f}")
print(f"Mott-Hubbard case D = {D_mott:.2f}: gap = {mott_gap:.5f} hartree")
print(f"  dG/dmu = {mott_slope:.4f} (no unit)")
print(f"Benchmark bare d level = {bare_level:.4f} hartree")
print(f"  mean-field N_d = {N_mf:.4f}, d level = {mf_level:.4f} hartree")
print(f"  true gap = {true_gap:.5f} hartree")
print(f"  gap after AMF = {restored['AMF']:.5f} hartree")
print(f"  gap after FLL = {restored['FLL']:.5f} hartree")
print("no test failed")
```

Printed output:

```
Inputs: U = 0.30, t = 0.04, delta = 0.06 hartree
Reference d occupation = 1.2000 electrons
Reference gap (U = 0) = 0.0000 hartree
d-only dimer gap, mu = 0: 0.26000 hartree
d-only dimer gap, mu = 0.21: 0.26000 hartree
[none] mu = 0.0000, D = 0.0600 hartree
  E(2), E(3), E(4) = -0.03597, 0.05561, 0.42000 hartree
  n_d(2), n_d(3), n_d(4) = 0.2955, 1.0119, 2.0000
  gap = 0.27281 hartree = 7.424 eV
  dG/dmu = -0.2717 (no unit)
[FLL] mu = 0.2100, D = -0.1500 hartree
  E(2), E(3), E(4) = -0.18466, -0.16000, 0.00000 hartree
  n_d(2), n_d(3), n_d(4) = 1.0000, 1.0588, 2.0000
  gap = 0.13534 hartree = 3.683 eV
  dG/dmu = -0.8824 (no unit)
[AMF] mu = 0.1800, D = -0.1200 hartree
  E(2), E(3), E(4) = -0.15544, -0.12849, 0.06000 hartree
  n_d(2), n_d(3), n_d(4) = 0.9471, 1.0431, 2.0000
  gap = 0.16154 hartree = 4.396 eV
  dG/dmu = -0.8610 (no unit)
[nominal] mu = 0.1500, D = -0.0900 hartree
  E(2), E(3), E(4) = -0.12792, -0.09736, 0.12000 hartree
  n_d(2), n_d(3), n_d(4) = 0.8850, 1.0328, 2.0000
  gap = 0.18680 hartree = 5.083 eV
  dG/dmu = -0.8195 (no unit)
mu_AMF - mu_FLL = -0.0300 hartree
G_AMF - G_FLL = 0.02620 hartree = 0.713 eV
Same difference for t -> 0 = 0.0300 hartree
Mean slope between FLL and AMF = -0.8732
Self-consistent FLL: N_d = 1.0360, mu = 0.16081 hartree
  gap = 0.17785 hartree = 4.839 eV
Self-consistent AMF: N_d = 1.0343, mu = 0.15514 hartree
  gap = 0.18257 hartree = 4.968 eV
Scan of the gap with mu (both in hartree):
  mu = 0.0: gap = 0.27281
  mu = 0.1: gap = 0.22489
  mu = 0.2: gap = 0.14414
  mu = 0.3: gap = 0.05747
  mu = 0.4: gap = 0.00681
  mu = 0.5: gap = 0.00064
Mott-Hubbard case D = 0.60: gap = 0.29824 hartree
  dG/dmu = -0.0048 (no unit)
Benchmark bare d level = -0.1200 hartree
  mean-field N_d = 1.2000, d level = 0.0600 hartree
  true gap = 0.16154 hartree
  gap after AMF = 0.16154 hartree
  gap after FLL = 0.13534 hartree
no test failed
```
